\section*{Bohm-speed singularity of the presheath and its resolution by space charge}

\section*{The question}

In front of a wall, a weak electric field accelerates plasma ions through a nearly neutral region, the presheath. If the ion and electron densities are set equal there, the calculated field becomes infinite when the ions reach the Bohm speed $c_s=\sqrt{kT_e/M}$. Why does this happen at that particular speed, and how does Poisson's equation replace the infinite field by a finite one?

\section*{The mechanism: a response that vanishes and a drive that does not}

Take a steady planar plasma with cold, singly charged ions of mass $M$ and isothermal Boltzmann electrons. Ions are born at rest by ionization with constant frequency $\nu_i$, and lose momentum to the gas with constant frequency $\nu_m$. We use a fluid model: all ions at one place are given a single speed, their mean, and the spread that arises because they were born at different places is ignored. At least one frequency is nonzero. The natural length is
\begin{equation}
L=\frac{c_s}{2\nu_i+\nu_m}.
\end{equation}
Measure the coordinate $x$, which points toward the wall, in $L$, and the ion speed $u$ in $c_s$. Let $\eta=-e\phi/kT_e$, so that $\eta$ grows toward the wall as the potential $\phi$ falls. With $a=\nu_iL/c_s$ and $b=(\nu_i+\nu_m)L/c_s$, the definition of $L$ gives $a+b=1$. Densities are measured in $n_s$, the density at the point where the quasineutral solution becomes singular. That point is taken as $x=0$, $\eta=0$. The equations are
\begin{align}
(n_iu)'&=a n_e, \label{cont}\\
uu'&=\eta'-\left[a\frac{n_e}{n_i}+(b-a)\right]u, \label{mom}\\
n_e&=e^{-\eta}, \label{boltz}\\
\epsilon^2\eta''&=n_i-n_e,\qquad \epsilon=\frac{\lambda_D}{L},\quad
\lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_se^2}}. \label{poisson}
\end{align}
The first term in the bracket of \eqref{mom} is the momentum given to newborn ions; the second is gas drag, since $b-a=\nu_mL/c_s$.

To see what controls the charge, differentiate $n_i=J/u$, where $J=n_iu$ is the ion flux:
\begin{equation}
n_i'=\frac{J'}{u}-\frac{n_iu'}{u}.
\end{equation}
Insert $J'=an_e$ and, from \eqref{mom}, $u'=\eta'/u-an_e/n_i-(b-a)$. Then
\begin{equation}
n_i'=-\frac{n_i}{u^2}\eta'+\frac{2an_e+(b-a)n_i}{u}.
\end{equation}
For the electrons, $n_e'=-n_e\eta'$. Subtract, and set both densities equal to $n$ in the coefficients, which is accurate while the plasma is nearly neutral. Since $2a+(b-a)=a+b=1$,
\begin{equation}
(n_i-n_e)'\simeq n\left[\left(1-\frac1{u^2}\right)\eta'+\frac1u\right].
\label{balance}
\end{equation}

The last term is the drive. Ionization adds ions and drag slows them, so both raise the ion density along the flow. The first term is the response to the field. A fall in potential removes electrons, at the rate $dn_e/d\eta=-n$, and also accelerates and thereby dilutes the ions, at the rate $dn_i/d\eta=-n/u^2$ for fixed flux and energy. Below the Bohm speed the ions are diluted more strongly than the electrons are removed, so a modest field can cancel the drive. At $u=1$ the two densities change equally. The field then has no first-order influence on the net charge, while the drive is still $n$.

The calculated response $d(n_i-n_e)/d\eta$ at unit density is $-0.5625$ at $u=0.8$, zero at $u=1$ and $+0.3056$ at $u=1.2$. Neutrality therefore demands an ever larger field as the response disappears.

\section*{What quasineutrality predicts}

Put $n_i=n_e=n$ and discard Poisson's equation. Because $n'=-n\eta'$, equations \eqref{cont} and \eqref{mom} become
\begin{equation}
u'-u\eta'=a,\qquad uu'=\eta'-bu.
\end{equation}
The second gives $\eta'=uu'+bu$. Substitution into the first gives $u'-u^2u'-bu^2=a$, so
\begin{equation}
u'=\frac{a+bu^2}{1-u^2}.
\label{uqn}
\end{equation}
Returning this to $\eta'=uu'+bu$,
\begin{equation}
\eta'=\frac{u(a+bu^2)+bu(1-u^2)}{1-u^2}
=\frac{u}{1-u^2}.
\label{fieldqn}
\end{equation}
At $u=1$ the numerator of \eqref{uqn} is $a+b=1$, so nothing cancels the zero below it.

The position follows by inverting \eqref{uqn}:
\begin{equation}
x(u)=\int_1^u\frac{1-v^2}{a+bv^2}\,dv.
\end{equation}
Near the end of the presheath put $v=1-s$. The numerator is approximately $2s$, the denominator is approximately 1, and $dv=-ds$. Hence
\begin{equation}
x\simeq-\int_0^{1-u}2s\,ds=-(1-u)^2,
\qquad u\simeq1-\sqrt{-x}.
\label{root}
\end{equation}
The speed stays finite, but its slope and the field diverge as $1/(2\sqrt{-x})$. For $u>1$ the integrand is negative, so $x$ decreases again. The curve folds back at $x=0$, and there is no quasineutral continuation toward the wall.

\section*{What Poisson's equation adds}

The neglected term $\epsilon^2\eta''$ is harmless only while the curvature is moderate. Near $x=0$ we need the charge beyond first order. Let $\eta=O(\delta)$ and $x=O(\delta^2)$, as the square root in \eqref{root} suggests, with $\delta\ll1$.

Over this short distance, \eqref{cont} gives $J=1+ax+O(\delta^3)$. The left side of \eqref{mom} is $(u^2/2)'$, and the drag term equals $b+O(\delta)$, so integration and matching to the quasineutral solution give
\begin{equation}
u^2=1+2\eta-2bx+O(\delta^3).
\end{equation}
Write $q=\eta-bx$ and use $(1+2q)^{-1/2}=1-q+\tfrac32q^2+\cdots$. Then
\begin{align}
n_i=\frac Ju&=(1+ax)\left(1-q+\tfrac32q^2\right)+O(\delta^3)\nonumber\\
&=1-\eta+(a+b)x+\tfrac32\eta^2+O(\delta^3),\\
n_e&=1-\eta+\tfrac12\eta^2+O(\delta^3).
\end{align}
The linear terms in $\eta$ cancel, which is the vanishing response found above. With $a+b=1$, Poisson's equation becomes, at leading order,
\begin{equation}
\epsilon^2\eta''=\eta^2+x.
\label{inner}
\end{equation}
Dropping the left side recovers $\eta=-\sqrt{-x}$ upstream. Retaining it allows a small positive charge where the quasineutral equation has no solution.

All three terms matter when $\eta\sim x^{1/2}$ in magnitude and $\epsilon^2\eta/x^2\sim x$. Together these give $x^{5/2}\sim\epsilon^2$. We therefore set
\begin{equation}
x=\epsilon^{4/5}\xi,\qquad \eta=\epsilon^{2/5}Y.
\end{equation}
The left side of \eqref{inner} is then $\epsilon^{2+2/5-8/5}Y''=\epsilon^{4/5}Y''$, and both terms on the right also carry $\epsilon^{4/5}$. The result is a form of the first Painlev\'e equation,
\begin{equation}
\frac{d^2Y}{d\xi^2}=Y^2+\xi.
\label{pain}
\end{equation}
The layer thickness scale, with its dimensions restored, is
\begin{equation}
\Delta=\epsilon^{4/5}L=\lambda_D^{4/5}L^{1/5}.
\label{thickness}
\end{equation}
Since $\Delta/L=\epsilon^{4/5}$ and $\Delta/\lambda_D=\epsilon^{-1/5}$, the layer is thin beside the presheath and thick beside the Debye length. It is finite for finite $\epsilon$, but it has no sharp edges.

\section*{Which solution joins the presheath}

Upstream, write $t=-\xi$. The first approximation $Y_0=-\sqrt t$ has $Y_0''=\tfrac14t^{-3/2}$. A small correction $Y_1$ obeys $2Y_0Y_1=Y_0''$, so
\begin{equation}
Y\simeq-\sqrt t-\frac1{8t^2}.
\end{equation}
A further small disturbance $y$ obeys $y''=2Y_0y=-2\sqrt t\,y$. It oscillates with local wavenumber $\sqrt2\,t^{1/4}$ and accumulated phase
\begin{equation}
\int_0^t\sqrt2\,s^{1/4}ds=\frac{4\sqrt2}{5}t^{5/4}.
\end{equation}
These are stationary space-charge waves. In a numerical test, a slightly displaced solution crossed the smooth one 17 times over an interval whose predicted phase was $17.44\pi$. A smooth presheath without such waves requires zero oscillation amplitude, and this condition selects the solution used here.

That solution has $Y=0$ at $\xi_s=0.7154$, with slope $0.9601$. Since $u=1+\eta$ at leading order, this is where the ions reach the Bohm speed. The field there is
\begin{equation}
E_s\simeq0.9601\,\frac{kT_e}{eL}\,\epsilon^{-2/5}.
\label{field}
\end{equation}
It is large beside the presheath field $kT_e/eL$, but small beside the sheath field $kT_e/e\lambda_D$. The Bohm speed is passed slightly on the wall side of the quasineutral singular point.

\section*{How the layer becomes a Debye sheath}

For $u>1$ both terms in \eqref{balance} are positive, so, while the plasma is still nearly neutral, charge builds up and steepens the potential. In \eqref{pain}, $Y^2$ eventually dominates. Trying $Y=A/(\xi_p-\xi)^2$ gives $6A=A^2$, hence $A=6$. The calculated pole is at $\xi_p=3.4117$.

The pole is not a physical infinity. With $x_p=\epsilon^{4/5}\xi_p$, the growth reads
\begin{equation}
\eta\simeq\frac{6\epsilon^2}{(x_p-x)^2},
\label{pole}
\end{equation}
which reaches order one when $x_p-x$ is of order $\epsilon$, a Debye length. The expansion in small $\eta$ then fails. Over so short a distance, drag and ionization can be neglected at leading order, so $J=1$ and $u^2=1+2\eta$:
\begin{equation}
\epsilon^2\eta''=\frac1{\sqrt{1+2\eta}}-e^{-\eta}.
\end{equation}
Multiply by $\eta'$ and integrate, with $\eta$ and $\epsilon\eta'$ tending to zero on the plasma side:
\begin{equation}
\frac{\epsilon^2\eta'^2}{2}=V(\eta)=\sqrt{1+2\eta}+e^{-\eta}-2.
\end{equation}
For small $\eta$, $V\simeq\eta^3/3$. Thus $\epsilon\eta'=\sqrt{2/3}\,\eta^{3/2}$, whose integral is $x_p-x=\epsilon\sqrt{6/\eta}$. This is \eqref{pole}, so the two regions match. At larger $\eta$ write $x=x_p-\epsilon D(\eta)$, where $dD/d\eta=-1/\sqrt{2V}$ and $D-\sqrt{6/\eta}\to0$ as $\eta\to0$.

\section*{Two kinds of drive, one layer}

The separate values of $a$ and $b$ have disappeared from \eqref{pain}. Pure drag ($a=0$, $b=1$) and pure ionization ($a=b=\tfrac12$) should therefore share the same layer as $\epsilon\to0$, although their presheaths differ. This was tested by integrating \eqref{cont}--\eqref{poisson} at $\epsilon=10^{-4}$, $10^{-5}$ and $10^{-6}$, and extrapolating the last two results with a correction proportional to $\epsilon^{2/5}$. Both cases give $0.7149$ for the scaled position of $u=1$, $0.9601$ for the scaled field there, and $3.4113$ for the pole position. The layer equation gives $0.7154$, $0.9601$ and $3.4117$. The small differences in position come mainly from the approximate values used to start the full integration at a finite distance upstream.

\section*{Numbers for a finite Debye length}

Take drag only, with round model parameters $kT_e/e=3.0$ V, $n_s=1.0\times10^{16}$ m$^{-3}$ and $L=30.0$ mm. Then $\lambda_D=0.1288$ mm and
\begin{align}
\epsilon&=\frac{0.1288}{30.0}=4.29\times10^{-3},\\
\Delta&=\epsilon^{4/5}(30.0\ \text{mm})=0.383\ \text{mm}.
\end{align}
The potential scale of the layer is $0.1130\times3.0$ V $=0.339$ V. The field scales of presheath, layer and sheath are $100$, $885$ and $23\,299$ V/m. The layer thickness is only $2.975\,\lambda_D$: because $\Delta/\lambda_D$ grows as $\epsilon^{-1/5}$, these two lengths separate slowly.

For drag only, the quasineutral integral is $x=2-u-1/u$. Its field can be compared with that of the full equations:
\begin{center}
\begin{tabular}{rrrr}
$x$ (mm) & neutral $E$ (V/m) & full $E$ (V/m) & charge (\%)\\
$-10$ & 83.2 & 83.2 & 0.0014\\
$-1$ & 272.7 & 265.1 & 0.0543\\
$-0.1$ & 865.7 & 496.0 & 0.2787\\
$0$ & infinite & 558 & 0.363
\end{tabular}
\end{center}
The last column is $(n_i-n_e)/n_e$. Ten millimetres upstream the two fields agree to the digits shown. At $x=0$ a charge of less than half a percent is enough to replace an infinite field by 558 V/m. The ions there have $u=0.938$, so they have not yet reached the Bohm speed.

They reach it farther on. Leading-order theory gives
\begin{align}
x_s&=0.7154\times0.3830\ \text{mm}=0.274\ \text{mm},\\
E_s&=0.9601\times885.0\ \text{V/m}=850\ \text{V/m}.
\end{align}
The full equations give $0.301$ mm and $889$ V/m, with a charge of $0.94\%$. Relative to these values, the predictions are low by about 9\% and 4\%.

The position where $\eta=3$, well inside the sheath, tests the matching. Here $D=-2.17$. The negative sign places this point beyond the pole: the true space charge stays below one in units of $en_s$, whereas the $\eta^2$ of the layer equation grows without limit, so the real potential does not diverge at $x_p$. The prediction is
\begin{equation}
1.307+2.17\times0.129=1.587\ \text{mm},
\end{equation}
against $1.445$ mm from the full equations, an excess of about 10\% relative to the latter. The difference is $0.37\Delta$, or $3.3\,\epsilon^{2/5}\Delta$. At $\epsilon=10^{-4}$ the corresponding pole shift, $3.4117-3.3315=0.0802$, is $3.2\,\epsilon^{2/5}$. The discrepancy thus follows the expected first correction; it is appreciable here because $\epsilon^{2/5}=0.113$ is not very small.

\section*{Where the explanation applies}

The powers in \eqref{thickness} and \eqref{field} require $\epsilon^{2/5}\ll1$ and a nonzero drive at $u=1$. Any waves present must also have a potential amplitude in the layer no larger than order $\epsilon^{2/5}kT_e/e$, the layer's own scale. The numerical factors, such as $0.7154$ and $0.9601$, also require a smooth presheath without waves. A drag frequency that varies smoothly with speed would leave \eqref{inner} unchanged at leading order, provided $L$ is formed with its value at the Bohm speed, because the expansion uses the drag there alone. Ions with a spread of velocities do not obey the single-speed response $-n/u^2$, so the derivation does not cover them. This includes ions that fall freely from the places where they were born: the ionization case here is a fluid model, not a description of collisionless ions. It also includes drag by charge exchange, which leaves each new ion at rest, so the drag case is a fluid model too. For charge exchange with a cold gas at constant mean free path, the singular point lies where the average of $u^{-2}$ equals one, at a mean speed of about $1.25\,c_s$. The slow ions make the charge there grow as the $3/2$ power of the potential rather than as $\eta^2$, and the same balancing of terms then gives a thickness of order $\epsilon^{8/9}L$ instead of $\epsilon^{4/5}L$.

Within this model, the infinite field results from demanding zero charge where the field has lost its first-order control over charge. The small charge allowed by Poisson's equation carries the ions through the Bohm speed at a finite field.

\section*{Computed values}
\begin{verbatim}
Charge response d(ni-ne)/d(eta), density 1:
  u = 0.8: -0.5625
  u = 1.0: -0.0000
  u = 1.2: +0.3056
Transition equation Y'' = Y^2 + xi:
  Y(0) = -0.5496, Y'(0) = 0.6243
  xi where Y = 0: 0.7154
  slope Y' there: 0.9601
  pole xi_0: 3.4117
  kicked solution: 17 crossings, phase/pi 17.44
  sheath distance D(eta=3): -2.1726
Full equations, scaled: x(u=1), field(u=1), pole position
  drag eps=1e-04: 0.7299 0.9697 3.3315
  drag eps=1e-05: 0.7208 0.9639 3.3797
  drag eps=1e-06: 0.7172 0.9616 3.3987
  drag limit eps->0: 0.7149 0.9601 3.4113
  ionization eps=1e-04: 0.7177 0.9638 3.3184
  ionization eps=1e-05: 0.7159 0.9616 3.3745
  ionization eps=1e-06: 0.7153 0.9607 3.3966
  ionization limit eps->0: 0.7149 0.9601 3.4113
Example (drag only):
  Te = 3.0 eV, n = 1.0e+16 m^-3, L = 30.0 mm
  Debye length = 0.1288 mm, eps = 4.292e-03
  layer thickness scale = 0.3830 mm
  thickness/Debye length = 2.975
  eps^(2/5) = 0.1130
  potential scale = 0.3390 V
  presheath field unit Te/L = 100.0 V/m
  layer field scale = 885.0 V/m
  sheath field scale = 23299 V/m
  x(mm)  u_qn   u_full  E_qn(V/m) E_full(V/m) charge(%)
  -30.00 0.3820 0.3820      44.7      44.7    0.0002
  -10.00 0.5657 0.5657      83.2      83.2    0.0014
   -3.00 0.7298 0.7297     156.2     155.8    0.0106
   -1.00 0.8333 0.8317     272.7     265.1    0.0543
   -0.30 0.9049 0.8959     499.4     408.2    0.1746
   -0.10 0.9439 0.9222     865.7     496.0    0.2787
   -0.01 0.9819 0.9360    2738.5     550.9    0.3534
    0.00 1.0000 0.9377       inf     557.8    0.3633
  u=1 at x: full 0.3007 mm, leading order 0.2740 mm
  field at u=1: full 888.5 V/m, leading order 849.7 V/m
  charge at u=1: 0.939 %
  pole position xi_0*thickness = 1.3068 mm
  eta=3 at x: full 1.4446 mm, matched 1.5866 mm
\end{verbatim}
